# Integer addressing of a regular k grid and the umklapp phase, part 1

(Sections cited here and not found follow in the second part.)

A response function, an exchange integral or an electron–phonon matrix element couples a Bloch state at $\mathbf k$ to one at $\mathbf k+\mathbf q$. A program holds wavefunctions only at the points of its grid, and $\mathbf k+\mathbf q$ may lie outside the window in which those points were stored. Three things can go wrong. A search through the list for the equivalent point costs of order $N_k$ comparisons per query, hence $N_k^3$ for all pairs on a grid of $N_k$ points. An index obtained by truncating a floating-point coordinate can be off by one: on a one-dimensional grid with ten divisions, truncating $N\,[(k+q)\bmod 1]$ in double precision, with coordinates formed as $j/10$, gives the wrong index for 14 of the 100 possible sums. And when the right point $\mathbf k'$ has been found, its stored periodic function is not the periodic function that belongs to $\mathbf k+\mathbf q$ whenever the two points differ by a non-zero reciprocal vector. This last fault leaves every band energy correct, so a comparison of stored band energies does not detect it, yet in the model below it changes a static response by $-11\%$ at one wavevector and by $+104\%$ at another, relative to the correct value. The first two faults are removed by integer arithmetic, the third by one phase factor fixed by the same integers.

### The grid in doubled coordinates

Hartree atomic units are used. Lattice vectors $\mathbf a_i$ and reciprocal vectors $\mathbf b_i$ obey $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $\mathbf k=\sum_i k_i\mathbf b_i$. A regular grid has divisions $N_i$, half shifts $s_i\in\{0,1\}$ and integer window offsets $h_i$, and stores the points

$$k_i=\frac{j_i-h_i+s_i/2}{N_i},\qquad j_i=0,\dots,N_i-1,$$

under the linear index $I=(j_1N_2+j_2)N_3+j_3$. The offset $h_i=0$ gives the window $0\le k_i<1$, and $h_i=\lfloor N_i/2\rfloor$ gives a window centred on $\Gamma$. Either window is a parallelepiped; the centred one coincides with the Wigner–Seitz zone when the $\mathbf b_i$ are mutually orthogonal, but not in general. The axes decouple, so the label $i$ is dropped where one axis is meant. No length or angle appears in the addressing, which therefore holds for any lattice.

Multiplying by $2N$ clears both denominators:

$$K=2Nk=2(j-h)+s=2n+s,\qquad n=j-h .$$

$K$ is an integer, its parity is the shift, and adding $g\,\mathbf b_i$ with integer $g$ adds $2Ng$ to $K$, which is even and leaves the parity unchanged.

The Monkhorst–Pack set $k=(2r-N-1)/2N$, $r=1,\dots,N$, is a special case. With $j=r-1$ it reads $K=2j+1-N$. For even $N$, $h=N/2$ and $s=1$ give $2(j-h)+1=2j-N+1$. For odd $N$, $h=(N-1)/2$ and $s=0$ give $2(j-h)=2j-N+1$. The set is thus the centred grid with $s=(N+1)\bmod 2$.

### The addressing rule

Let $\mathbf q$ lie on a grid with the same $N$ and shift $t$, so that $Q=2Nq=2m+t$, and let $P=K+Q$ be the doubled coordinate of $\mathbf k+\mathbf q$. Two Euclidean divisions are applied, each with a non-negative remainder. The first divides by 2:

$$P=2p+s',\qquad s'\in\{0,1\},\qquad p=\lfloor P/2\rfloor .$$

The second divides $p+h$ by $N$:

$$p+h=gN+j',\qquad 0\le j'\le N-1 .$$

Solving the second for $p$ and inserting it in the first gives

$$P=2(gN+j'-h)+s'=\big[2(j'-h)+s'\big]+2Ng=K'+2Ng .$$

The bracket is the doubled coordinate of stored point $j'$ of the grid with shift $s'$. Division by $2N$ on each axis yields

$$\mathbf k+\mathbf q=\mathbf k'+\mathbf G_0,\qquad \mathbf G_0=\sum_i g_i\mathbf b_i .\tag{1}$$

The decomposition is unique. If $P=2(j''-h)+s''+2Ng''$ with $s''\in\{0,1\}$ and $0\le j''<N$, then parity forces $s''=s'$; subtracting $s'$, halving and adding $h$ gives $p+h=g''N+j''$, and quotient and remainder of a Euclidean division are unique. The cost is two additions and two divisions per axis plus the evaluation of $I'$, whatever the size of the grid, as long as the doubled coordinates, their sum $P$ and the linear index all fit the integer type.

Inserting $P=2(n+m)+s+t$ shows how the shifts combine. The sum $s+t$ is 0, 1 or 2, and equals 2 only when $s=t=1$, so $\lfloor (s+t)/2\rfloor=st$ and

$$s'=(s+t)\bmod 2,\qquad p=n+m+st .$$

Two facts follow. First, $\mathbf k+\mathbf q$ falls on the grid of $\mathbf k$ only if $t=0$ on every axis: momentum transfers live on the unshifted grid, even when the $\mathbf k$ grid is shifted. For $t\neq0$ the rule addresses a second grid, on which wavefunctions must also have been computed. Second, two half steps make a whole step, the carry $st$. Adding $n+m$ alone misses it and displaces $j'$ by one on each axis with $s=t=1$ and $N>1$.

If $\mathbf k$ and $\mathbf q$ both lie in the window, then $-h\le n,m\le N-1-h$, so

$$-h\;\le\; n+m+st+h\;\le\;2N-1-h .$$

For $h=0$ the dividend lies in $[0,2N-1]$ and $g\in\{0,1\}$. For the centred window $-h\ge -N$, and $g\in\{-1,0,1\}$. For fixed $\mathbf q$, $j'=(j+m+st)\bmod N$ is a cyclic shift of $j$, so $\mathbf k\mapsto\mathbf k'$ is a permutation and a sum over $\mathbf k$ visits each $\mathbf k'$ once. Since $-K$ has the parity of $K$, the rule applied to $P=-K$ maps the grid onto itself: grids with $s\in\{0,1\}$ are closed under $\mathbf k\to-\mathbf k$.

The rule needs $Q$ to be an integer. A shift by a fraction with denominator $d$ is handled by the factor $d$ in place of 2. A $\mathbf q$ incommensurate with the grid has no address, and the states at $\mathbf k+\mathbf q$ must be computed separately. The index refers to the full grid; a code that stores an irreducible wedge needs a further table from $I'$ to a stored point and a symmetry operation.

### Arithmetic errors in the address

Suppose a coordinate is known as $\tilde k=k+\delta$. Then $2N\tilde k=K+2N\delta$, and rounding to the nearest integer returns $K$ whenever $2N|\delta|<1/2$. For coordinates read with $d$ decimals, $|\delta|\le\frac12 10^{-d}$, and $N<10^d/2$ is sufficient. The residual $|2N\tilde k-K|$ should be compared with $2N|\delta|$, because a larger residual means that the point is not on the grid. After this single rounding all steps are exact.

Truncation has no such margin. The exact value of $N\,[(k+q)\bmod 1]$ on an unshifted grid is an integer, which is a point of discontinuity of the floor function, so a negative rounding error of any size in this product lowers the result by one. When $k+q$ is itself an integer, the reduction modulo 1 is discontinuous too: a sum computed just below that integer gives $N-1$ in place of 0, or the out-of-range index $N$ if the reduced value rounds up to 1. Apart from this last case, the resulting error in $\mathbf k'$ is, modulo a reciprocal vector, a full grid step $\mathbf b_i/N_i$, independent of machine precision. This is the mechanism behind the 14 wrong indices out of 100 for $N=10$ in double precision with coordinates formed as $j/10$; the number of failures, unlike their size, depends on the precision and on the order of the floating-point operations.

Integer division that rounds toward zero fails for negative dividends that are not multiples of the divisor. For negative odd $P$ it returns $p+1$ in place of $p$. Where a language divides this way, the remainder is repaired first: $r=x\,\%\,N$, with $N$ added if $r<0$, and then $g=(x-r)/N$, which is an exact division. The same recipe with $N=2$ gives $s'$ and $p$.

### The phase of the periodic part

Bloch states are written $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u$ lattice-periodic and $\langle f|g\rangle=\Omega^{-1}\int_{\rm cell}f^*g\,d^3r$, so that $\langle u|u\rangle=1$. For a lattice-periodic one-electron Hamiltonian $H$, the functions $u$ are eigenfunctions of $H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$. Splitting the exponentials at $\mathbf k'+\mathbf G_0$ gives

$$H(\mathbf k'+\mathbf G_0)=e^{-i\mathbf G_0\cdot\mathbf r}H(\mathbf k')\,e^{i\mathbf G_0\cdot\mathbf r}.$$

If $H(\mathbf k')u_{n\mathbf k'}=\varepsilon_{n\mathbf k'}u_{n\mathbf k'}$, then

$$H(\mathbf k'+\mathbf G_0)\,e^{-i\mathbf G_0\cdot\mathbf r}u_{n\mathbf k'}=e^{-i\mathbf G_0\cdot\mathbf r}H(\mathbf k')u_{n\mathbf k'}=\varepsilon_{n\mathbf k'}\,e^{-i\mathbf G_0\cdot\mathbf r}u_{n\mathbf k'} .$$

The function $e^{-i\mathbf G_0\cdot\mathbf r}u_{n\mathbf k'}$ is periodic, because $\mathbf G_0\cdot\mathbf R$ is a multiple of $2\pi$ for every lattice vector $\mathbf R$, and it is normalised, because the factor has modulus one. Hence $\varepsilon_{n,\mathbf k+\mathbf q}=\varepsilon_{n\mathbf k'}$, and one may set

$$u_{n,\mathbf k+\mathbf q}=e^{-i\mathbf G_0\cdot\mathbf r}\,u_{n\mathbf k'} .\tag{2}$$

Multiplying by $e^{i(\mathbf k'+\mathbf G_0)\cdot\mathbf r}$ shows what (2) means: $\psi_{n,\mathbf k+\mathbf q}=\psi_{n\mathbf k'}$. There is one physical state, and the factor only compensates for stripping a different plane wave from it. The sign belongs to convention (1); with $\mathbf k'=\mathbf k+\mathbf q+\mathbf G_0$ the vector $\mathbf G_0$ changes sign and the factor reads $e^{+i\mathbf G_0\cdot\mathbf r}$, which is the same function of $\mathbf r$.

Equation (2) is a choice of gauge, the periodic gauge. An independent diagonalisation at $\mathbf k+\mathbf q$ reproduces it up to a constant phase for a non-degenerate band, and up to a unitary mixing within a degenerate level. Quantities in which each state occurs once as bra and once as ket, summed over whole degenerate levels, are unaffected by that freedom, but the position-dependent factor is no part of it.

With $u_{\mathbf k'}=\sum_{\mathbf G'}c_{\mathbf k'}(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}$, the right side of (2) is $\sum_{\mathbf G'}c_{\mathbf k'}(\mathbf G')e^{i(\mathbf G'-\mathbf G_0)\cdot\mathbf r}$, and the substitution $\mathbf G=\mathbf G'-\mathbf G_0$ gives

$$c_{\mathbf k+\mathbf q}(\mathbf G)=c_{\mathbf k'}(\mathbf G+\mathbf G_0).\tag{3}$$

In reciprocal space the phase is a relabelling and costs no floating-point operation.

### Errors in the phase step

**Basis truncation.** With the cutoff $|\mathbf k+\mathbf G|^2/2<E_{\rm cut}$, the vector $\mathbf G$ is in the basis at $\mathbf k+\mathbf q$ exactly when $|\mathbf k'+(\mathbf G+\mathbf G_0)|^2/2<E_{\rm cut}$, that is, when $\mathbf G+\mathbf G_0$ is in the basis at $\mathbf k'$. For a local potential the diagonal elements contain $|\mathbf k+\mathbf q+\mathbf G|^2/2$ and the potential elements depend on differences of $\mathbf G$, so the two matrices agree after relabelling, and (2) and (3) are exact at any cutoff. With one fixed set of $\mathbf G$ for all $\mathbf k$, the relabelled set is not the original set, the two calculations span different spaces, and in general even the energies differ.

**Real-space mesh.** On the mesh $x_i=l_i/L$, $l_i=0,\dots,L-1$, the factor is $e^{-2\pi i\sum_i g_il_i/L}$, and multiplying by it shifts the discrete Fourier coefficients cyclically by $-g_i$. The mesh average of $e^{2\pi i\mu l/L}$ is a geometric sum equal to 1 if $L$ divides $\mu$ and 0 otherwise. If the stored functions contain integer frequencies up to $\gamma$ on an axis, the integrand $u^*e^{i(\mathbf G+\mathbf G_0)\cdot\mathbf r}u$ contains frequencies up to $2\gamma+|G_i+g_i|$, with $G_i$ the integer component of $\mathbf G$, and its mesh average is exact when $L$ exceeds this number. The umklapp vector raises the requirement by at most one when $|g_i|\le 1$.

**Missing or reversed phase.** For a non-degenerate band the overlap of the true function with the unphased one has modulus $|\langle u_{\mathbf k'}|e^{i\mathbf G_0\cdot\mathbf r}|u_{\mathbf k'}\rangle|$, a Fourier component of the orbital density $|u_{\mathbf k'}|^2$; with the reversed sign, $2\mathbf G_0$ replaces $\mathbf G_0$. The modulus is below one for $\mathbf G_0\ne0$, since equality in the triangle inequality would need $e^{i\mathbf G_0\cdot\mathbf r}$ constant wherever the density is non-zero. It vanishes for a free electron, where $|u|^2=1$, and approaches one when the density is concentrated where $e^{i\mathbf G_0\cdot\mathbf r}$ is nearly constant, as for a density confined to a single site of the cell within a radius much smaller than $1/|\mathbf G_0|$. For a local potential, $H(\mathbf k)=\frac12(-i\nabla+\mathbf k)^2+V$, expanding the square about $\mathbf k'$ gives

$$\langle u_{\mathbf k'}|H(\mathbf k+\mathbf q)|u_{\mathbf k'}\rangle=\varepsilon_{\mathbf k'}+\mathbf G_0\cdot\langle\mathbf p\rangle+\tfrac12G_0^2,\qquad\langle\mathbf p\rangle=\sum_{\mathbf G}|c_{\mathbf k'}(\mathbf G)|^2(\mathbf k'+\mathbf G).\tag{4}$$

At fixed $\mathbf k$ and $\mathbf q$ the error is not a discretisation error, so refining the grid or raising the cutoff does not remove it. It is close to $\frac12G_0^2$ when $\langle\mathbf p\rangle$ is small, but the two terms can cancel: for a free electron with $u=1$ it equals $\frac12|\mathbf k'+\mathbf G_0|^2-\frac12|\mathbf k'|^2$, which vanishes on the plane $\mathbf G_0\cdot\mathbf k'=-\frac12G_0^2$.

Integer arithmetic now gives the stored point $\mathbf k'$ and the reciprocal vector $\mathbf G_0$ for any $\mathbf k+\mathbf q$ whose doubled coordinates are integers, and the same integers fix the phase of the periodic part. What remains is to carry this phase into matrix elements and a sum over the zone, and to test the result on a worked example.
